# Wall roughness exponents from finite images: a bias-corrected fit

## Definitions and conventions

A domain wall runs along $x$ and its transverse position is $u(x)$, a single-valued function. Its increments are statistically stationary, with the displacement correlation, or variogram,

$$B(r)=\langle[u(x+r)-u(x)]^2\rangle=A\,r^{2\zeta},\qquad A=\beta/r_0^{2\zeta},\quad 0<\zeta<1 .$$

Here $\zeta$ is the roughness exponent, $r_0=100$ nm is a reference distance, and $\beta=B(r_0)$. Brackets denote an average over independent walls.

An image contains $N$ positions $y_j$ at $x_j=ja$, $j=0,\dots,N-1$, in a window $L=Na$. Each $y_j$ is the wall position averaged over a length $w$ along the wall, plus independent Gaussian localisation noise of standard deviation $\sigma$, rounded to a multiple of the transverse pixel $b$. The wall's offset relative to the pixel grid is random and uniform. The wall may have a mean slope $t$, which is removed by subtracting a least-squares line. The lengths $a,w,b$ are known; $\beta,\zeta,\sigma$ are to be estimated.

The structure factor $S(q)$ is defined through

$$B(r)=\int_{-\infty}^{\infty}\frac{dq}{\pi}\,(1-\cos qr)\,S(q).$$

Insert $S=K|q|^{-1-2\zeta}$ and set $z=qr$. Integration by parts gives

$$\int_0^\infty\frac{1-\cos z}{z^{1+2\zeta}}dz=\frac1{2\zeta}\int_0^\infty\frac{\sin z}{z^{2\zeta}}dz=\frac{\Gamma(1-2\zeta)\cos\pi\zeta}{2\zeta},$$

with the value at $\zeta=1/2$ taken by continuity. Thus $A=K\,\Gamma(1-2\zeta)\cos(\pi\zeta)/(\pi\zeta)$. Since $\Gamma(2\zeta)\Gamma(1-2\zeta)=\pi/\sin2\pi\zeta$ and $\sin 2\pi\zeta=2\sin\pi\zeta\cos\pi\zeta$,

$$S(q)=A\,\Gamma(1+2\zeta)\sin(\pi\zeta)\,|q|^{-1-2\zeta}.$$

An ideal infinite wall would therefore give $\zeta$ from a log-log slope: $2\zeta$ for $B$, or $-(1+2\zeta)$ for $S$. A finite image does not obey these straight lines. The remedy is to calculate what the image statistics should be, biases included, and to fit that calculation.

## An identity for differences

Let the weights $c_i$ satisfy $\sum_i c_i=0$. Expanding the square,

$$\sum_{ij}c_ic_j(y_i-y_j)^2=2\Big(\sum_jc_j\Big)\Big(\sum_ic_iy_i^2\Big)-2\Big(\sum_ic_iy_i\Big)^2 .$$

The first term vanishes, so

$$\Big(\sum_ic_iy_i\Big)^2=-\frac12\sum_{ij}c_ic_j(y_i-y_j)^2. \tag{1}$$

The mean square of any such combination is fixed by pair differences alone. No finite variance of $u$ itself is needed.

## Resolution along the wall

Consider two averaging boxes of length $w$ whose starting points are $r$ apart. Let $G(r)$ be the mean of $|r+s-s'|^{2\zeta}$ over $0<s,s'<w$. With $p=2\zeta+2$, the function $f(x)=|x|^p/[p(p-1)]$ has $f''=|x|^{2\zeta}$. Integration over $s$ gives $f'(r+w-s')-f'(r-s')$; integration over $s'$ then gives

$$G(r)=\frac{|r+w|^p-2|r|^p+|r-w|^p}{p(p-1)w^2}.$$

The difference of the two averages has total weight zero. The continuous form of (1) contains two cross terms $-G(r)$ and two self terms $+G(0)$, all multiplied by $-A/2$. Hence

$$B_w(r)=A[G(r)-G(0)],\qquad G(0)=\frac{2w^{2\zeta}}{p(p-1)}. \tag{2}$$

For $r\gg w$, $G(r)$ approaches $r^{2\zeta}$, and averaging mainly subtracts the constant $AG(0)$. This lowers short lags by a larger fraction than long lags and steepens the log-log plot. For $r\ll w$, expansion of the numerator gives $B_w\simeq A w^{2\zeta-2}r^2$: the averaged wall looks smooth, with apparent exponent 1.

## Noise and transverse pixels

Before rounding, the random part of the difference between two distinct positions has variance $D(r)=B_w(r)+2\sigma^2$. Hold one difference $\Delta=(n+f)b$ fixed, with $n$ an integer and $0\le f<1$. Over a uniform grid offset, the rounded difference equals $nb$ with probability $1-f$ and $(n+1)b$ with probability $f$. Its mean is $\Delta$ and its variance is $b^2f(1-f)$, so its mean square is $\Delta^2+b^2f(1-f)$.

The mean of $f(1-f)$ over a period is $1/6$. Two integrations by parts give its cosine coefficients:

$$2\int_0^1f(1-f)\cos(2\pi nf)\,df=-\frac1{\pi^2n^2}.$$

If $\Delta$ is Gaussian with mean $tr$ and variance $D$, then $\langle\cos(2\pi n\Delta/b)\rangle=\cos(2\pi ntr/b)\,e^{-2\pi^2n^2D/b^2}$. Apart from the term $(tr)^2$, the image variogram for $r>0$ is therefore

$$V(r)=D+\frac{b^2}{6}-\frac{b^2}{\pi^2}\sum_{n=1}^{\infty}\frac{\cos(2\pi ntr/b)}{n^2}e^{-2\pi^2n^2D/b^2}, \tag{3}$$

while $V(0)=0$.

When $D\gg b^2$, rounding adds $b^2/6$, as two independent errors of variance $b^2/12$ would. When $D\ll b^2$ and $t=0$, a small $\Delta$ gives $\Delta^2+b|\Delta|-\Delta^2=b|\Delta|$, and so $V\simeq b\sqrt{2D/\pi}$. Without noise or averaging, this second limit gives an apparent exponent $\zeta/2$. Subtracting a constant $b^2/6$ would be wrong there. Formula (3) also fails if the wall is locked to the pixel grid, because the offset is then not uniform.

## Detrending and the finite window

Let $P$ be the symmetric matrix that removes the fitted line, and let $\tilde y=Py$. For a lag of $k$ pixels and a harmonic $q_m=2\pi m/L$, define

$$\hat B_k=\frac1{N-k}\sum_j(\tilde y_{j+k}-\tilde y_j)^2,\qquad
\hat S_m=\frac{a}{\sum_jh_j^2}\Big|\sum_jh_j\tilde y_je^{-iq_mx_j}\Big|^2,$$

with the Hann taper $h_j=\sin^2[\pi(j+\tfrac12)/N]$. Each statistic, including an average of $\hat S_m$ over a band of modes, is a quadratic form $T_k=y^{\mathsf T}Q_ky$. It is a sum of squares of combinations of the residuals $\tilde y$. Because $P$ annihilates constants, each combination has total weight zero in $y$; for Fourier sums this holds for the real and imaginary parts separately. Equation (1) then gives

$$\langle T_k\rangle=-\frac12\sum_{ij}(Q_k)_{ij}V(|x_i-x_j|)
=-\frac12\sum_{d=1}^{N-1}g_k(d)V(da), \tag{4}$$

where $g_k(d)=2\sum_i(Q_k)_{i,i+d}$. The omitted term $(tr)^2$ contributes nothing: by (1) it would equal the statistic of the straight line $y=tx$, and $Px=0$. Equation (4) contains detrending, tapering, aliasing and finite length together. The coefficients $g_k$ are computed once.

**How much a line removes.** Scale the window to unit length and set $AL^{2\zeta}=1$. After mean subtraction, the mean-square width of a continuous wall is

$$W_0^2=\frac12\int_0^1\!\!\int_0^1|x-x'|^{2\zeta}dx\,dx'=\frac1{p(p-1)}.$$

The normalised linear function is $\sqrt{12}(x-\tfrac12)$. By (1), its squared coefficient has mean $-6\iint(x-\tfrac12)(x'-\tfrac12)|x-x'|^{2\zeta}dx\,dx'$. At fixed separation $s$, the product of the two linear factors integrates to $(1-s)^3/12-s^2(1-s)/4$, and both signs of the separation contribute. The removed mean square is

$$\int_0^1s^{2\zeta}(3s-1-2s^3)ds=\frac3p-\frac1{p-1}-\frac2{p+2}
=\frac{3(p-2)}{p(p-1)(p+2)}.$$

Division by $W_0^2$ gives the removed fraction $3\zeta/(2+\zeta)$, which is $3/4$ at $\zeta=2/3$.

The correlation at a short lag suffers less. If $\hat s$ is the fitted slope and $J=u(L)-u(0)$, the mean difference at lag $r\ll L$ is about $rJ/L$. Detrending then changes $\hat B$ by about $r^2(\hat s^2-2\hat sJ/L)$, whose average scales as $AL^{2\zeta-2}r^2$. Relative to $B(r)$ this is of order $(r/L)^{2-2\zeta}$. For $\zeta=2/3$ the power is only $2/3$, so the bias fades slowly at short lags.

**Leakage.** Split the wall into a ramp $Jx/L$ and a remainder with equal end values. At a harmonic, the ramp's Fourier integral is $iJ/q$. It adds $J^2/(Lq^2)$ to the untapered spectrum, besides a cross term. Compared with the ideal $q^{-1-2\zeta}$, this grows as $q^{2\zeta-1}$ when $\zeta>1/2$, and it pulls the apparent exponent toward $1/2$. Line subtraction reduces the end mismatch, and a taper that vanishes at both ends suppresses it further.

## Weighted fit and its error

For Gaussian $y$, the residual covariance is $\Sigma=-\tfrac12PVP$, where $V$ also denotes the matrix $V(|x_i-x_j|)$. The Gaussian fourth moment is a sum over pairings. Subtracting the product of means leaves two equal pairings, so for averages over $M$ independent walls

$$C_{kl}=\mathrm{Cov}(T_k,T_l)=\frac2M\,\mathrm{tr}(Q_k\Sigma Q_l\Sigma). \tag{5}$$

Rounded data are not strictly Gaussian, so (5) is approximate. This affects the weights and quoted errors, while (4) needs Gaussian statistics only through the pair average in (3).

The algorithm is as follows.

1. Fit and subtract a line from each wall; compute $\hat B_k$ and band-averaged $\hat S_m$, and average them over walls.
2. Build $Q_k$ with the same detrending and taper, then compute $g_k(d)$.
3. For trial $\theta=(\beta,\zeta,\sigma)$, evaluate (2), (3) and (4).
4. Minimise $\chi^2=[T-\langle T\rangle_\theta]^{\mathsf T}C^{-1}[T-\langle T\rangle_\theta]$, with $C$ from a rough guess.
5. Recompute $C$ at the fitted parameters and fit once more.
6. With $J_{ki}=\partial\langle T_k\rangle/\partial\theta_i$, take standard errors from the diagonal of $(J^{\mathsf T}C^{-1}J)^{-1}$.

The last formula follows by linearising the fit: $\delta\theta=(J^{\mathsf T}C^{-1}J)^{-1}J^{\mathsf T}C^{-1}\delta T$, whose covariance reduces to that inverse if $C$ is correct. Correlations and structure factors may be fitted separately or jointly. A joint fit must keep their cross-covariance, since they come from the same walls. Correct expectations do not make a nonlinear estimate strictly unbiased; small terms of second order in the data fluctuations remain.

## Worked example

The synthetic images have $N=256$, $a=b=5$ nm, $w=10$ nm, $\sigma=1$ nm, $\beta=100\ \mathrm{nm^2}$ and $\zeta=2/3$. The window is 1280 nm. Each data set has 20 independent walls with slope $t=0.05$; the fits set $t=0$ in (3). Gaussian walls were generated by circulant embedding on a grid eight times finer than the pixels, then averaged, given noise, rounded and detrended.

At a lag of 5 nm the ideal correlation is $1.842\ \mathrm{nm^2}$, and averaging reduces it to $1.053\ \mathrm{nm^2}$. Noise raises this to $D=1.053+2=3.053\ \mathrm{nm^2}$. For $t=0$, equation (3) gives

$$V=3.053+\frac{25}{6}-\frac{25}{\pi^2}e^{-2\pi^2(3.053)/25}+\cdots=6.99\ \mathrm{nm^2}.$$

Most of the shortest-lag signal is thus noise and rounding. Straight-line fits to the calculated correlations, at 12 lags from 5 to 320 nm, separate the causes:

| Effect included | Apparent $\zeta$ |
|---|---:|
| Detrending | 0.605 |
| Averaging along wall | 0.717 |
| Noise and rounding | 0.519 |
| All effects | 0.470 |

Averaging acts against the other two, but the cancellation is far from complete. It also depends on the lag range and the pixel settings.

For clean walls, without averaging, noise or rounding, the expected spectrum over modes 4–24 gives 0.530 after mean subtraction, 0.614 after line subtraction, and 0.682 after line subtraction and tapering. The taper removes most of the leakage bias but leaves an apparent exponent slightly above $2/3$ over these modes; the value depends on the range fitted. The full fit accounts for this remainder through (4).

The fit used 13 lags from 5 to 480 nm and 13 bands covering modes 1–127. For one data set, straight lines gave 0.496 from correlations and 0.570 from structure factors; the latter used five bands covering modes 4–23. The corrected results were:

| Data fitted | $\zeta$ | $\beta$ (nm²) | $\sigma$ (nm) |
|---|---:|---:|---:|
| Correlations | $0.676\pm0.028$ | 99 | 0.95 |
| Structure factors | $0.659\pm0.036$ | 83 | 0.91 |
| Joint | $0.676\pm0.027$ | 98 | 0.95 |

The quoted errors are evaluated at the parameters of the first, roughly weighted fit. For the joint $\beta$ this gives $18\ \mathrm{nm^2}$; at the true parameters the error is smaller, about $11\ \mathrm{nm^2}$. The amplitude from structure factors alone is the furthest from the true $100\ \mathrm{nm^2}$, and its own standard error cannot be smaller than the joint one. The joint misfit is 29.2 for $26-3=23$ degrees of freedom. At 480 nm the measured correlation is $385\ \mathrm{nm^2}$ and the fitted mean is $304\ \mathrm{nm^2}$. For 20 walls the standard error of this correlation is about $63\ \mathrm{nm^2}$, so the discrepancy is 1.3 standard errors. Neighbouring long lags share most of it, because they are strongly correlated; $C$ includes these correlations.

One hundred data sets, all fitted with the covariance $C$ obtained from the first, distinguish bias from chance:

| Estimator | Mean $\zeta$ | Scatter per set |
|---|---:|---:|
| Straight line, correlations | 0.468 | 0.021 |
| Straight line, structure factors | 0.618 | 0.067 |
| Corrected correlations | 0.669 | 0.024 |
| Corrected structure factors | 0.664 | 0.033 |
| Corrected joint | 0.669 | 0.023 |

The straight-line correlation estimate is precise but wrong: its bias is about $-0.20$, nearly ten times its scatter. For the joint fit, the standard error of the mean is $0.023/\sqrt{100}=0.0023$, comparable with its offset of 0.0024 from the true value. No bias is resolved at this level for these fixed weights; the table does not test weights recomputed from each data set. A scatter estimated from 100 sets is itself uncertain by about 7%, and the calculated standard error of the joint $\zeta$ at the true parameters is 0.026. Adding structure factors to the correlations barely reduces the scatter here. The mean joint misfit, 24.5, is close to 23.

## Model errors and real images

The sensitivity of the joint fit was found by changing one ingredient of the expected data while the fit kept its original assumptions and the covariance $C$ of the first data set. The shifts depend on these weights: with $C$ at the true parameters, the first two below become $+0.018$ and $+0.006$. These data have no sampling fluctuations, but include the localisation noise through $\sigma$. The shifts in $\zeta$ are:

- $+0.021$ if the actual averaging length is 12.5 nm, while 10 nm is assumed;
- $+0.004$ if roughness saturates, with $B_w$ replaced by $B_\infty(1-e^{-B_w/B_\infty})$ and $B_\infty=B(3000\ \mathrm{nm})$;
- $+0.0008$ from neglecting the slope 0.05 in the rounding term;
- $+0.0002$ from a parabolic scanner bow of 2 nm between centre and edge.

The saturation shift is positive although saturation flattens $B$ at long distance. The leading correction to the variogram, $-B_w^2/(2B_\infty)$, grows roughly as $r^{4\zeta}=r^{8/3}$. Subtracting a line removes any part proportional to $r^2$, and for a power between 2 and 4 what remains enters the detrended statistics with the opposite sign. The detrended correlations therefore rise slightly, by about 0.1% at 5 nm and 5% at 480 nm, and the fit, with $\beta$ free to adjust, answers with a slightly larger $\zeta$.

Thermal roughness can be estimated from an elastic line of energy $\tfrac12\epsilon\int(u')^2dx$. Equipartition gives $S=k_BT/(\epsilon q^2)$, and the relation between $S$ and $B$ at $\zeta=1/2$ gives $B_{\rm th}=k_BTr/\epsilon$. Take a rough wall energy of $0.1\ \mathrm{J/m^2}$ and a film thickness of 50 nm, so that $\epsilon$ is their product. At 300 K, $B_{\rm th}(100\ \mathrm{nm})=0.083\ \mathrm{nm^2}$, less than 0.1% of $\beta$. The ideal rms slope over 10 nm is $\sqrt{B(10\ \mathrm{nm})}/(10\ \mathrm{nm})=0.215$. This supports a single-valued description at that scale, but does not exclude local overhangs.

These parameters are meant to resemble, roughly, piezoresponse images of 180° walls in a ferroelectric film, with nanometre-scale pixels and a micrometre-scale window. An averaging length of 10 nm represents a sharp tip; a blunter tip makes the resolution correction larger. The value $\zeta=2/3$ is a model choice, that of an equilibrated elastic line in two dimensions with short-range random-bond disorder, and not a measured result. The line picture also requires the wall to stay straight through the film thickness; if it bends with depth, lengths below the thickness can follow a different exponent. Real walls can break the single-power-law assumption through strong pinning, saturation or their switching history, and long-range dipolar interactions in a ferroelectric can change the elasticity and the exponent. The displacements of a random-bond line are also not Gaussian, whereas (3), (5) and the synthetic walls assume that they are. The saturation tested here moves $\zeta$ by 0.004 to 0.006 for the two sets of weights quoted; other departures need their own variogram in (4). For these settings, the 25% error in averaging length matters most among the listed shifts: its shift of about 0.02 is 70 to 80% of the calculated statistical error of 20 walls. More walls reduce the statistical error as $M^{-1/2}$, but leave that calibration error in place.
